# Sheet Density at the Second-Subband Threshold of a Hard-Wall Film: verification in Python

```python
"""
Result under test: in a hard-wall film of width L, with one isotropic valley
and two spins, the T=0 Fermi level reaches the second subband at the density
    n_c = (m/(pi hbar^2)) (E2-E1) = 3 pi/(2 L^2), independent of the mass m.
E1, E2: subband bottoms; g: density of states per subband, including spin.
Internal units: eV, nm, nm^-2. One nm^-2 is 1e14 cm^-2.
Further parts size temperature, finite walls, Hartree, exchange, gating,
disorder and thickness effects for the same film.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

mass, width, eps_r = 0.3, 5.0, 9.0
barrier, mobility_cm2, temperature = 3.0, 20.0, 300.0
nonparabolicity = 0.5       # 1/eV
eps_oxide = 3.9
kinetic0 = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # eV nm^2
kinetic = kinetic0 / mass
dos = 1 / (2 * np.pi * kinetic)                            # 1/(eV nm^2)
coulomb = const.e / (const.epsilon_0 * eps_r) * 1e9        # e^2/eps, eV nm
kT = const.k * temperature / const.e


def level(j, m=mass, L=width):
    return kinetic0 / m * (j * np.pi / L)**2


E1, E2 = level(1), level(2)
gap = E2 - E1
n_c = 3 * np.pi / (2 * width**2)
kF = np.sqrt(3) * np.pi / width


# Main result: numerical levels and explicit counting of in-plane states
def numerical_levels(m_z, number=3, points=2000):
    h = width / (points + 1)
    t = kinetic0 / m_z / h**2
    return eigh_tridiagonal(np.full(points, 2 * t), np.full(points - 1, -t),
                            eigvals_only=True, select='i',
                            select_range=(0, number - 1))


def counted_density(m_plane, m_z, threshold=2, box=1000.0):
    levels = numerical_levels(m_z)
    k = 2 * np.pi / box * np.arange(-400, 401)
    energy = kinetic0 / m_plane * (k[:, None]**2 + k[None, :]**2)
    fermi = levels[threshold - 1]
    states = sum(np.count_nonzero(energy + e < fermi)
                 for e in levels[:threshold - 1])
    return 2 * states / box**2


assert np.allclose(numerical_levels(mass), [level(j) for j in (1, 2, 3)],
                   rtol=1e-5)
n_counted = counted_density(mass, mass)
n_light = counted_density(0.15, 0.15)
n_heavy = counted_density(1.0, 1.0)
for value in (n_counted, n_light, n_heavy):
    assert abs(value / n_c - 1) < 0.005      # discrete states at circle edge
n_aniso = counted_density(0.6, 0.3)
assert abs(n_aniso / (2 * n_c) - 1) < 0.005
n_third = 13 * np.pi / (2 * width**2)
assert abs(counted_density(mass, mass, threshold=3) / n_third - 1) < 0.005


# Isotropic non-parabolic band: E(1+aE) = hbar^2 k^2/(2m)
def nonparabolic_level(j):
    a = nonparabolicity
    return (-1 + np.sqrt(1 + 4 * a * level(j))) / (2 * a)


np1, np2 = nonparabolic_level(1), nonparabolic_level(2)
n_nonpar = quad(lambda e: dos * (1 + 2 * nonparabolicity * e), np1, np2)[0]
assert abs(n_nonpar / n_c - 1) < 1e-9


# Temperature at fixed density
def thermal_density(mu, j):
    return dos * kT * np.logaddexp(0, (mu - level(j)) / kT)


mu_T = brentq(lambda mu: sum(thermal_density(mu, j) for j in range(1, 9))
              - n_c, -1, 1)
direct = quad(lambda e: dos / (np.exp((e - mu_T) / kT) + 1), E2, E2 + 1.5)[0]
assert abs(direct / thermal_density(mu_T, 2) - 1) < 1e-6
higher_share = 1 - thermal_density(mu_T, 1) / n_c


# Finite walls, with the same mass outside
k0 = np.sqrt(barrier / kinetic)


def finite_level(j):
    k = brentq(lambda q: q * width - j * np.pi + 2 * np.arcsin(q / k0),
               0, min(k0, j * np.pi / width))
    return kinetic * k**2


pad, intervals = 3.0, 4400
h = (width + 2 * pad) / intervals
z_wall = h * np.arange(1, intervals)
distance = np.abs(z_wall - pad - width / 2) - width / 2
V = np.where(distance > 0, barrier, 0.0)
V[np.abs(distance) < h / 4] = barrier / 2
t = kinetic / h**2
wall_numeric = eigh_tridiagonal(2 * t + V, np.full(len(V) - 1, -t),
                                eigvals_only=True, select='i',
                                select_range=(0, 1))
wall_levels = np.array([finite_level(1), finite_level(2)])
assert np.allclose(wall_numeric, wall_levels, rtol=2e-3)
n_wall = dos * (wall_levels[1] - wall_levels[0])


# Self-consistent Hartree potential, only the first subband occupied
z = np.linspace(0, width, 801)
dz = z[1] - z[0]
index = np.arange(1, 25)
basis = np.sqrt(2 / width) * np.sin(np.pi * np.outer(index, z) / width)


def hartree_gap(n, doped=True):
    U = np.zeros_like(z)
    background = 1 / width if doped else 0.0
    slope0 = 0.0 if doped else coulomb * n
    for _ in range(600):
        H = np.diag(level(index)) + (basis * U * dz) @ basis.T
        energies, vectors = np.linalg.eigh(H)
        density = (vectors[:, 0] @ basis)**2
        slope = slope0 - coulomb * n * cumulative_trapezoid(
            density - background, z, initial=0)
        new = cumulative_trapezoid(slope, z, initial=0)
        change = np.max(np.abs(new - U))
        U = U + 0.3 * (new - U)
        if change < 1e-9:
            return energies[1] - energies[0]
    raise AssertionError("Hartree iteration did not converge")


small = 1e-3
slope_numeric = (gap - hartree_gap(small)) / small
slope_formula = coulomb * width / (8 * np.pi**2)
assert abs(slope_numeric / slope_formula - 1) < 0.01
n_hartree_first = n_c / (1 + dos * slope_formula)
n_hartree = brentq(lambda n: dos * hartree_gap(n) - n, 0.05, 0.3)
assert abs(n_hartree / n_hartree_first - 1) < 0.02
gap_doped = hartree_gap(n_c)
gap_gated = hartree_gap(n_c, doped=False)


# Unscreened exchange, with the finite thickness in the form factors
zm = (np.arange(300) + 0.5) * width / 300
phi1, phi2 = [np.sqrt(2 / width) * np.sin(j * np.pi * zm / width)
              for j in (1, 2)]
separation = np.abs(zm[:, None] - zm[None, :])


def form_factor(q, product):
    return product @ np.exp(-q * separation) @ product * (width / 300)**2


def form11(q):
    x = q * width
    s = 4 * np.pi**2 + x**2
    return (3 * x + 8 * np.pi**2 / x
            - 32 * np.pi**4 * (-np.expm1(-x)) / (x**2 * s)) / s


for q in (0.1, 0.7, 2.0):
    assert abs(form_factor(q, phi1**2) / form11(q) - 1) < 1e-3
q_small = 0.01 / width
assert abs(form_factor(q_small, phi1 * phi2)
           / (10 * q_small * width / (9 * np.pi**2)) - 1) < 0.01

nodes, weights = np.polynomial.legendre.leggauss(40)
q1, w1 = kF * (nodes + 1), kF * weights
exchange1 = -coulomb / (4 * np.pi**2) * np.sum(
    w1 * np.arccos(q1 / (2 * kF)) * form11(q1))
q2, w2 = kF * (nodes + 1) / 2, kF * weights / 2
exchange2 = -coulomb / (4 * np.pi) * sum(
    w * form_factor(q, phi1 * phi2) for q, w in zip(q2, w2))
# Direct integral over the occupied disk, for a state on its edge
r = (np.arange(1000) + 0.5) / 1000
theta = (np.arange(2000) + 0.5) * 2 * np.pi / 2000
q_disk = kF * np.sqrt(1 + r[:, None]**2 - 2 * r[:, None] * np.cos(theta))
disk = np.sum(r[:, None] * form11(q_disk) / q_disk) * kF**2 \
    * (1 / 1000) * (2 * np.pi / 2000)
assert abs(-coulomb / (8 * np.pi**2) * disk / exchange1 - 1) < 0.01

# Disorder and gate field
tau = mass * const.m_e * mobility_cm2 * 1e-4 / const.e
broadening = const.hbar / tau / const.e
mobility_equal = const.hbar / (mass * const.m_e * gap) * 1e4
field_film = coulomb * n_c * 10                            # MV/cm
field_oxide = field_film * eps_r / eps_oxide


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Effective mass", mass, "m0")
show("Film thickness", width, "nm")
show("hbar^2/(2m)", kinetic, "eV nm^2")
show("First subband E1", E1 * 1e3, "meV")
show("Second subband E2", E2 * 1e3, "meV")
show("Spacing E2-E1", gap * 1e3, "meV")
show("Density of states per subband", dos * 1e14, "1/(eV cm^2)")
show("Fermi wavevector at threshold", kF, "1/nm")
show("Threshold density n_c", n_c * 1e14, "cm^-2")
show("Threshold density n_c in SI", n_c * 1e18, "m^-2")
show("Counted density, mass 0.3", n_counted * 1e14, "cm^-2")
show("Counted density, mass 0.15", n_light * 1e14, "cm^-2")
show("Counted density, mass 1.0", n_heavy * 1e14, "cm^-2")
show("Counted, in-plane mass 0.6, normal mass 0.3", n_aniso * 1e14, "cm^-2")
show("Density to third subband bottom", n_third * 1e14, "cm^-2")
show("Equivalent volume density n_c/L", n_c / width * 1e21, "cm^-3")
show("Non-parabolicity parameter", nonparabolicity, "1/eV")
show("Non-parabolic spacing", (np2 - np1) * 1e3, "meV")
show("Non-parabolic threshold density", n_nonpar * 1e14, "cm^-2")
show("Temperature", temperature, "K")
show("Thermal energy kT", kT * 1e3, "meV")
show("Chemical potential at n_c and 300 K", mu_T * 1e3, "meV")
show("Share in higher subbands at 300 K", higher_share * 100, "%", 3)
show("Finite barrier height", barrier, "eV")
show("Finite-wall spacing", (wall_levels[1] - wall_levels[0]) * 1e3, "meV")
show("Finite-wall threshold density", n_wall * 1e14, "cm^-2")
show("Relative permittivity of film", eps_r, "(no unit)")
show("First-order Hartree reduction at n_c", slope_formula * n_c * 1e3, "meV")
show("Self-consistent doped-film spacing at n_c", gap_doped * 1e3, "meV")
show("First-order Hartree threshold", n_hartree_first * 1e14, "cm^-2")
show("Self-consistent Hartree threshold", n_hartree * 1e14, "cm^-2")
show("Exchange shift, subband 1 at kF", exchange1 * 1e3, "meV", 3)
show("Exchange shift, subband 2 at k=0", exchange2 * 1e3, "meV", 3)
show("Exchange change of threshold spacing",
     (exchange2 - exchange1) * 1e3, "meV", 3)
show("One-sided gate: field at film surface", field_film, "MV/cm", 3)
show("One-sided gate: spacing at n_c", gap_gated * 1e3, "meV")
show("Relative permittivity of gate oxide", eps_oxide, "(no unit)")
show("Field in silicon dioxide gate insulator", field_oxide, "MV/cm", 3)
show("Assumed mobility", mobility_cm2, "cm^2/(V s)")
show("Scattering time", tau * 1e15, "fs", 3)
show("Disorder broadening hbar/tau", broadening * 1e3, "meV", 3)
show("Mobility where hbar/tau equals spacing", mobility_equal,
     "cm^2/(V s)", 3)
for L in (4.5, 5.5):
    show(f"Threshold density for {L} nm", 3 * np.pi / (2 * L**2) * 1e14,
         "cm^-2")
print("all tests passed")
```

Output:

```
Effective mass: 0.3 m0
Film thickness: 5 nm
hbar^2/(2m): 0.127 eV nm^2
First subband E1: 50.14 meV
Second subband E2: 200.5 meV
Spacing E2-E1: 150.4 meV
Density of states per subband: 1.253e+14 1/(eV cm^2)
Fermi wavevector at threshold: 1.088 1/nm
Threshold density n_c: 1.885e+13 cm^-2
Threshold density n_c in SI: 1.885e+17 m^-2
Counted density, mass 0.3: 1.885e+13 cm^-2
Counted density, mass 0.15: 1.885e+13 cm^-2
Counted density, mass 1.0: 1.885e+13 cm^-2
Counted, in-plane mass 0.6, normal mass 0.3: 3.769e+13 cm^-2
Density to third subband bottom: 8.168e+13 cm^-2
Equivalent volume density n_c/L: 3.77e+19 cm^-3
Non-parabolicity parameter: 0.5 1/eV
Non-parabolic spacing: 134.7 meV
Non-parabolic threshold density: 1.885e+13 cm^-2
Temperature: 300 K
Thermal energy kT: 25.85 meV
Chemical potential at n_c and 300 K: 188 meV
Share in higher subbands at 300 K: 8.25 %
Finite barrier height: 3 eV
Finite-wall spacing: 128.2 meV
Finite-wall threshold density: 1.606e+13 cm^-2
Relative permittivity of film: 9 (no unit)
First-order Hartree reduction at n_c: 24 meV
Self-consistent doped-film spacing at n_c: 130.1 meV
First-order Hartree threshold: 1.626e+13 cm^-2
Self-consistent Hartree threshold: 1.657e+13 cm^-2
Exchange shift, subband 1 at kF: -61.4 meV
Exchange shift, subband 2 at k=0: -22.5 meV
Exchange change of threshold spacing: 38.8 meV
One-sided gate: field at film surface: 3.79 MV/cm
One-sided gate: spacing at n_c: 167.5 meV
Relative permittivity of gate oxide: 3.9 (no unit)
Field in silicon dioxide gate insulator: 8.75 MV/cm
Assumed mobility: 20 cm^2/(V s)
Scattering time: 3.41 fs
Disorder broadening hbar/tau: 193 meV
Mobility where hbar/tau equals spacing: 25.7 cm^2/(V s)
Threshold density for 4.5 nm: 2.327e+13 cm^-2
Threshold density for 5.5 nm: 1.558e+13 cm^-2
all tests passed
```
